**Dudarev shifts for an orbital with sphere weight below one**

The program tests the first-order shifts $Uw(1/2-w)$ for a full orbital and $Uw/2$ for an empty one, and the resulting gap term $Uw^2$. Here $U$ is the effective Hubbard parameter and $w$ is the norm of the orbital inside the augmentation sphere. In a radial PAW model with explicit projectors, it asserts that the eigenvalue slopes equal the directly summed sphere weights, 0.9129 for $3d$ and 0.2046 for $4d$. For Sc²⁺ in PBE, it asserts the shifts by differentiating the Hubbard energy of the five-channel occupation matrices and by diagonalising the Kohn–Sham matrix with the Hubbard term. With $U=4$ eV and a radius of 2 bohr, the weight is 0.7545 and the gap term is 2.277 eV when the spin-up orbital serves for both spins. Further assertions cover unequal weights, the curvature of the Hubbard energy, its zero contribution to the total-energy gap at fixed orbitals, and the quadratic size of the orbital response at fixed Kohn–Sham potential. A two-level $d$–ligand model shows that an equal background occupation changes both shifts and leaves the gap term at $Uw^2$.

## Check in Python

```python
# Result under test: with E_U = (U/2) sum_spin Tr[n - n n] and n counted only
# inside a sphere, an orbital of sphere weight w shifts to first order in U by
#   U w (1/2 - w) if occupied,  U w / 2 if empty,  so the gap gains U w^2.
# U: effective Hubbard parameter (eV); w: norm of the orbital inside the sphere;
# n: occupation matrix of the five d channels; f: electron number in an orbital.
# Systems: a radial PAW model (atomic units) and the Sc2+ ion (3d1, PBE).
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft

HARTREE = physical_constants["Hartree energy in eV"][0]

# ---------- PAW model: d states in a Coulomb potential on a radial grid ------
charge, step, points, paw_radius = 8.0, 0.03, 400, 2.0
r = step * np.arange(1, points + 1)
H = np.diag(1 / step**2 + 3 / r**2 - charge / r)
H -= (np.eye(points, k=1) + np.eye(points, k=-1)) / (2 * step**2)
levels, states = np.linalg.eigh(H)
inside = r < paw_radius + step / 2
phi = states[:, :2]                       # all-electron partial waves
smooth = phi.copy()                       # smooth partial waves
first_out = np.count_nonzero(inside)
match = slice(first_out, first_out + 3)
powers = np.array([r**3, r**5, r**7]).T
for i in range(2):
    coef = np.linalg.solve(powers[match], phi[match, i])
    smooth[inside, i] = powers[inside] @ coef
shape = np.where(inside, (1 - (r / (paw_radius + step))**2)**2, 0.0)
trial = shape[:, None] * smooth
projectors = trial @ np.linalg.inv(smooth.T @ trial)
assert np.allclose(projectors.T @ smooth, np.eye(2), atol=1e-8)
T = np.eye(points) + (phi - smooth) @ projectors.T
H_paw, S_paw = T.T @ H @ T, T.T @ T
H_paw, S_paw = (H_paw + H_paw.T) / 2, (S_paw + S_paw.T) / 2
q = phi[inside].T @ phi[inside]
D_paw = projectors @ q @ projectors.T
D_paw = (D_paw + D_paw.T) / 2
dv = 1e-3
e_plus = eigh(H_paw + dv * D_paw, S_paw, eigvals_only=True)[:2]
e_minus = eigh(H_paw - dv * D_paw, S_paw, eigvals_only=True)[:2]
paw_slopes = (e_plus - e_minus) / (2 * dv)
direct_weights = np.sum(phi[inside]**2, axis=0)
assert np.allclose(paw_slopes, direct_weights, atol=1e-5)

# ---------- Sc2+ ion, spin-polarised PBE, electron in d_xy spin up -----------
mol = gto.M(atom="Sc 0 0 0", basis="unc-def2-tzvp", charge=2, spin=1,
            symmetry="D2h", verbose=0)
filled = {"Ag": (3, 3), "B1g": (1, 0), "B1u": (2, 2),
          "B2u": (2, 2), "B3u": (2, 2)}
mf = dft.UKS(mol)
mf.xc = "pbe"
mf.irrep_nelec = {name: filled.get(name, (0, 0)) for name in mol.irrep_name}
mf.conv_tol = 1e-10
mf.conv_tol_grad = 1e-6
mf.max_cycle = 100
mf.kernel()
assert mf.converged
fock = np.asarray(mf.get_fock()) * HARTREE
density = np.asarray(mf.make_rdm1())
overlap = mol.intor("int1e_ovlp")
shells = {}                               # letter of l -> m label -> functions
for index, label in enumerate(mol.ao_labels(fmt=None)):
    by_m = shells.setdefault(label[2][-1], {})
    by_m.setdefault(label[3], []).append(index)
channels = shells["d"]
assert len(channels) == 5
xy = channels["xy"]
S = overlap[np.ix_(xy, xy)]
F_up, F_dn = fock[0][np.ix_(xy, xy)], fock[1][np.ix_(xy, xy)]


def sphere_overlap(radius, order=300):
    """Overlaps of the radial d functions inside a sphere, by quadrature."""
    x, weight = np.polynomial.legendre.leggauss(order)
    rad = radius * (x + 1) / 2
    coords = np.outer(rad, np.array([1.0, 1.0, 0.0]) / np.sqrt(2))
    angular = np.sqrt(15 / np.pi) / 4     # Y_xy along the direction (1,1,0)
    radial = mol.eval_gto("GTOval_sph", coords)[:, xy] / angular
    return radial.T @ (radial * (weight * radius / 2 * rad**2)[:, None])


assert np.allclose(sphere_overlap(40.0, 600), S, atol=1e-7)


def occupation(dm, Q):
    """Five by five occupation matrix from a full density matrix."""
    sets = list(channels.values())
    return np.array([[np.sum(dm[np.ix_(a, b)] * Q) for b in sets]
                     for a in sets])


def hubbard_energy(dm_up, dm_dn, Q, U):
    total = 0.0
    for dm in (dm_up, dm_dn):
        n = occupation(dm, Q)
        total += U / 2 * np.trace(n - n @ n)
    return total


U, radius = 4.0, 2.0
Q = sphere_overlap(radius)
eps_up, vec_up = eigh(F_up, S)
eps_dn, vec_dn = eigh(F_dn, S)
c_up, c_dn = vec_up[:, 0], vec_dn[:, 0]
w_up, w_dn = c_up @ Q @ c_up, c_dn @ Q @ c_dn
assert 0 < w_up < 1 and 0 < w_dn < 1

# The d_xy channels hold the single d electron and nothing else.
n_up, n_dn = occupation(density[0], Q), occupation(density[1], Q)
xy_pos = list(channels).index("xy")
expected_row = np.zeros(5)
expected_row[xy_pos] = w_up
assert np.allclose(n_up[xy_pos], expected_row, atol=1e-5)
assert np.allclose(n_dn[xy_pos], 0, atol=1e-5)


# The other channels hold a little core charge, because the potential of the
# ion is not spherical. In a spherically averaged potential it must vanish.
def spherical_average(dm):
    average = np.zeros_like(dm)
    for by_m in shells.values():
        sets = list(by_m.values())
        mean = sum(dm[np.ix_(a, a)] for a in sets) / len(sets)
        for a in sets:
            average[np.ix_(a, a)] = mean
    return average


core_d = [np.trace(n) - n[xy_pos, xy_pos] for n in (n_up, n_dn)]
round_density = np.array([spherical_average(dm) for dm in density])
round_fock = mf.get_hcore() + np.asarray(mf.get_veff(mol, round_density))
core_d_round = []
for matrix in round_fock:
    core = eigh(matrix, overlap)[1][:, :9]      # 1s 2s 2p 3s 3p
    core_d_round.append(np.trace(occupation(core @ core.T, Q)))
assert max(np.abs(core_d_round)) < 0.01 * min(core_d)


def full_projector(c):
    vector = np.zeros(mol.nao)
    vector[xy] = c
    return np.outer(vector, vector)


P_up, P_dn = full_projector(c_up), full_projector(c_dn)


def ion_energy(f_up, f_dn, P_empty, Q_used=Q):
    """Hubbard energy at fixed orbitals for given electron numbers."""
    return hubbard_energy(density[0] + (f_up - 1) * P_up,
                          density[1] + f_dn * P_empty, Q_used, U)


def energy_slopes(P_empty, Q_used=Q, h=1e-3):
    occupied = (ion_energy(1 + h, 0, P_empty, Q_used)
                - ion_energy(1 - h, 0, P_empty, Q_used)) / (2 * h)
    empty = (ion_energy(1, h, P_empty, Q_used)
             - ion_energy(1, -h, P_empty, Q_used)) / (2 * h)
    return occupied, empty


# Same orbital in both spins: the stated shifts and gap.
shift_occ, shift_empty = energy_slopes(P_up)
gap_common = shift_empty - shift_occ
assert abs(shift_occ - U * w_up * (0.5 - w_up)) < 1e-4
assert abs(shift_empty - U * w_up / 2) < 1e-4
assert abs(gap_common - U * w_up**2) < 1e-4
# Actual spin-down orbital, whose weight differs.
_, shift_empty_dn = energy_slopes(P_dn)
gap_actual = shift_empty_dn - shift_occ
assert abs(gap_actual - U * (w_up**2 + (w_dn - w_up) / 2)) < 1e-4
# Curvature, total-energy gap and residual energy at fixed orbitals.
h = 0.1
curvature = (ion_energy(1 + h, 0, P_up) + ion_energy(1 - h, 0, P_up)
             - 2 * ion_energy(1, 0, P_up)) / h**2
assert abs(curvature + U * w_up**2) < 1e-4
core_energy = ion_energy(0, 0, P_up)
residual = ion_energy(1, 0, P_up) - core_energy
assert abs(residual - U * w_up * (1 - w_up) / 2) < 1e-4
total_gap = (ion_energy(1, 1, P_up) + ion_energy(0, 0, P_up)
             - 2 * ion_energy(1, 0, P_up))
assert abs(total_gap) < 1e-4
# Occupations divided by w.
norm_occ, norm_empty = energy_slopes(P_up, Q / w_up)
assert abs(norm_occ + U / 2) < 1e-4 and abs(norm_empty - U / 2) < 1e-4


def relaxed_level(F, Q_used, strength, occupied):
    """Level with orbital response; the Kohn-Sham matrix is held fixed."""
    c = eigh(F, S)[1][:, 0]
    n = c @ Q_used @ c if occupied else 0.0
    for _ in range(300):
        e, v = eigh(F + strength * (0.5 - n) * Q_used, S)
        new = v[:, 0] @ Q_used @ v[:, 0] if occupied else 0.0
        change, n = abs(new - n), new
        if change < 1e-12:
            break
    assert change < 1e-9
    return e[0], v[:, 0] @ Q_used @ v[:, 0]


# Eigenvalue slopes at U = 0 and quadratic size of the response.
for F, e0, w, occ in ((F_up, eps_up[0], w_up, True),
                      (F_dn, eps_dn[0], w_dn, False)):
    slope = w * (0.5 - w) if occ else w / 2
    small = 1e-3
    numeric = (relaxed_level(F, Q, small, occ)[0]
               - relaxed_level(F, Q, -small, occ)[0]) / (2 * small)
    assert abs(numeric - slope) < 1e-5
    rest = [relaxed_level(F, Q, u, occ)[0] - e0 - u * slope
            for u in (0.2, 0.1)]
    assert 3.7 < rest[0] / rest[1] < 4.3
rel_up, rel_w_up = relaxed_level(F_up, Q, U, True)
rel_dn, rel_w_dn = relaxed_level(F_dn, Q, U, False)
rel_shift_up, rel_shift_dn = rel_up - eps_up[0], rel_dn - eps_dn[0]

# ---------- Dependence on the sphere radius ----------------------------------
table = []
for rad in (1.0, 1.5, 2.0, 2.5, 3.0):
    Q_rad = sphere_overlap(rad)
    weight = c_up @ Q_rad @ c_up
    occ, emp = energy_slopes(P_up, Q_rad)
    assert abs(emp - occ - U * weight**2) < 1e-4
    assert np.sign(occ) == np.sign(0.5 - weight)
    table.append((rad, weight, occ, emp, emp - occ))
assert table[0][1] < 0.5 < table[-1][1]

# ---------- Two-level d-ligand model with an occupied bonding state ----------
e_d, e_lig, hop = 0.0, -3.0, 1.0
vectors = np.linalg.eigh(np.array([[e_d, hop], [hop, e_lig]]))[1]


def model_energy(f_anti):
    dm = vectors @ np.diag([1.0, f_anti]) @ vectors.T
    return U / 2 * (dm[0, 0] - dm[0, 0]**2)


background, w_anti = vectors[0, 0]**2, vectors[0, 1]**2
h = 1e-3
model_occ = (model_energy(1 + h) - model_energy(1 - h)) / (2 * h)
model_empty = (model_energy(h) - model_energy(-h)) / (2 * h)
assert abs(model_occ - U * w_anti * (0.5 - background - w_anti)) < 1e-8
assert abs(model_empty - U * w_anti * (0.5 - background)) < 1e-8
assert abs(model_empty - model_occ - U * w_anti**2) < 1e-8

# ---------- Output -----------------------------------------------------------
print("PAW radial model (nuclear charge 8, sphere radius 2 bohr)")
for i, name in enumerate(("3d", "4d")):
    print(f"  {name}: PAW eigenvalue slope {paw_slopes[i]:.6f}, "
          f"direct sphere weight {direct_weights[i]:.6f}")
print("Sc2+ ion, PBE, uncontracted def2-TZVP")
print(f"  Hubbard U = {U:.2f} eV, sphere radius = {radius:.2f} bohr")
print(f"  Kohn-Sham level, d_xy up (occupied) = {eps_up[0]:.4f} eV")
print(f"  Kohn-Sham level, d_xy down (empty)  = {eps_dn[0]:.4f} eV")
print(f"  Kohn-Sham d_xy spin gap at U = 0    = {eps_dn[0]-eps_up[0]:.4f} eV")
print(f"  sphere weight, up orbital   = {w_up:.4f}")
print(f"  sphere weight, down orbital = {w_dn:.4f}")
print(f"  core charge in other d channels, up, down = "
      f"{core_d[0]:.2e}, {core_d[1]:.2e}")
print(f"  same in a spherical potential, largest    = "
      f"{max(np.abs(core_d_round)):.1e}")
print("Up orbital used for both spins, first order in U")
print(f"  occupied shift = {shift_occ:.4f} eV")
print(f"  empty shift    = {shift_empty:.4f} eV")
print(f"  gap term       = {gap_common:.4f} eV")
print(f"  gap term       = {gap_common/HARTREE:.5f} hartree")
print(f"  curvature of E_U in f         = {curvature:.4f} eV")
print(f"  E_U of the orbital at f = 1   = {residual:.4f} eV")
print(f"  E_U of the core d charge      = {core_energy:.5f} eV")
print(f"  E_U part of E(N+1)+E(N-1)-2E(N) = {abs(total_gap):.4f} eV")
print(f"  shifts with n divided by w = {norm_occ:.4f}, {norm_empty:.4f} eV")
print("Actual down orbital, first order in U")
print(f"  empty shift = {shift_empty_dn:.4f} eV")
print(f"  gap term    = {gap_actual:.4f} eV")
print("Orbital response included, Kohn-Sham potential fixed")
print(f"  occupied shift = {rel_shift_up:.4f} eV, weight = {rel_w_up:.4f}")
print(f"  empty shift    = {rel_shift_dn:.4f} eV, weight = {rel_w_dn:.4f}")
print(f"  gap term       = {rel_shift_dn-rel_shift_up:.4f} eV")
print("Radius (bohr), w, occupied shift, empty shift, gap term (eV)")
for row in table:
    print("  {:.1f}  {:.4f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print("d-ligand model: d level 0 eV, ligand level -3 eV, hopping 1 eV")
print(f"  U = {U:.2f} eV, antibonding d weight w = {w_anti:.4f}")
print(f"  background occupation n0 = {background:.4f}")
print(f"  occupied shift = {model_occ:.4f} eV")
print(f"  empty shift    = {model_empty:.4f} eV")
print(f"  gap term       = {model_empty-model_occ:.4f} eV")
print("checks complete")
```

It prints:

```
PAW radial model (nuclear charge 8, sphere radius 2 bohr)
  3d: PAW eigenvalue slope 0.912897, direct sphere weight 0.912897
  4d: PAW eigenvalue slope 0.204585, direct sphere weight 0.204585
Sc2+ ion, PBE, uncontracted def2-TZVP
  Hubbard U = 4.00 eV, sphere radius = 2.00 bohr
  Kohn-Sham level, d_xy up (occupied) = -18.7227 eV
  Kohn-Sham level, d_xy down (empty)  = -16.6194 eV
  Kohn-Sham d_xy spin gap at U = 0    = 2.1033 eV
  sphere weight, up orbital   = 0.7545
  sphere weight, down orbital = 0.7405
  core charge in other d channels, up, down = 3.46e-05, 3.16e-04
  same in a spherical potential, largest    = 2.3e-22
Up orbital used for both spins, first order in U
  occupied shift = -0.7679 eV
  empty shift    = 1.5089 eV
  gap term       = 2.2769 eV
  gap term       = 0.08367 hartree
  curvature of E_U in f         = -2.2769 eV
  E_U of the orbital at f = 1   = 0.3705 eV
  E_U of the core d charge      = 0.00070 eV
  E_U part of E(N+1)+E(N-1)-2E(N) = 0.0000 eV
  shifts with n divided by w = -2.0000, 2.0000 eV
Actual down orbital, first order in U
  empty shift = 1.4809 eV
  gap term    = 2.2488 eV
Orbital response included, Kohn-Sham potential fixed
  occupied shift = -0.8268 eV, weight = 0.7710
  empty shift    = 1.4430 eV, weight = 0.7011
  gap term       = 2.2698 eV
Radius (bohr), w, occupied shift, empty shift, gap term (eV)
  1.0  0.2663  0.2489  0.5325  0.2836
  1.5  0.5493  -0.1084  1.0987  1.2071
  2.0  0.7545  -0.7679  1.5089  2.2769
  2.5  0.8750  -1.3127  1.7501  3.0628
  3.0  0.9402  -1.6555  1.8804  3.5359
d-ligand model: d level 0 eV, ligand level -3 eV, hopping 1 eV
  U = 4.00 eV, antibonding d weight w = 0.9160
  background occupation n0 = 0.0840
  occupied shift = -1.8321 eV
  empty shift    = 1.5244 eV
  gap term       = 3.3564 eV
checks complete
```
